\section*{Matching a pseudopotential's logarithmic derivative to second order in energy, part 2}

The question is what a pseudopotential (ps) needs, beyond norm conservation, to match the all-electron (ae) logarithmic derivative to second order in energy. In Hartree atomic units, the regular solution $u$ ($r$ times the radial function) in a local, energy-independent $V$ obeys
\begin{equation}
u''=g\,u,\qquad g(r,\varepsilon)=\frac{l(l+1)}{r^2}+2\,[V(r)-\varepsilon].
\label{rad}
\end{equation}
Primes are $r$-derivatives, $x=u'/u$, $x_n=\partial^n x/\partial\varepsilon^n$ and $w=\partial u/\partial\varepsilon$. Then
\begin{gather}
w''=g\,w-2u .\label{weq}\\
uw'-u'w=-2Q,\qquad x_1=-\frac{2Q}{u^2},\qquad Q(r)=\int_0^r u^2\,dr' .\label{x1}\\
x_2'+2xx_2=-2x_1^2,\label{r2}\\
F'=-2u^2\,\frac{4Q^2}{u^4}=-\frac{8Q^2}{u^2},\qquad F\equiv u^2x_2 ,\label{Fp}\\
F=-4K+\frac{4Qw}{u},\qquad K(r)=\int_0^r uw\,dr' .\label{safe}\\
x_2(R)=-\frac{8J(R)}{u^2(R)},\qquad J(R)=\int_0^R\frac{Q^2(r)}{u^2(r)}\,dr ,\label{x2}
\end{gather}
If $u$ has nodes $r_k$ inside $R$, $J$ means the finite part (f.p.)
\begin{equation}
J(R)=\lim_{\eta\to0}\Big[\int_{D_\eta}\frac{Q^2}{u^2}\,dr-\sum_k\frac{2c_k}{\eta}\Big],
\label{fp}
\end{equation}
where $D_\eta$ excludes points within $\eta$ of a node and $c_k=Q(r_k)^2/u'(r_k)^2$. With $s=r-r_k$, the integrand is $c_k/s^2+O(1)$, and $c_k/s^2$ integrates to $c_k/\eta$ over $\eta<|s|<2\eta$.

The poles of $x(R,\varepsilon)$ are the levels $E_n$ of the normalized states $\phi_n$ on $[0,R]$ with $\phi_n(R)=0$. With $\Delta_n=E_n-\varepsilon$,
\begin{equation}
x_1=-\frac12\sum_n\frac{\phi_n'(R)^2}{\Delta_n^2},\qquad x_2=-\sum_n\frac{\phi_n'(R)^2}{\Delta_n^3}.
\label{spec}
\end{equation}

Let $V_{ps}=V_{ae}$ for $r\ge r_c$, with $u$, $u'$, $Q$ agreeing at $r_c$ at the reference energy $\varepsilon_0$. Here $\Delta$ before $x$ or $J$ means ps minus ae, $\Delta J$ is taken at $r_c$, and $\delta=\varepsilon-\varepsilon_0$:
\begin{gather}
u^2(R)\,\Delta x_2(R)=-8\,\Delta J\qquad\text{for all }R\ge r_c\text{ with }u(R)\neq0 .\label{match}\\
\Delta x(R,\varepsilon)=-\frac{4\,\Delta J}{u^2(R)}\,\delta^2+\frac{\Delta x_3}{6}\,\delta^3+\dots,\label{taylor}
\end{gather}
So $x_2$ matches exactly under the extended norm-conservation (ENC) condition
\begin{equation}
\int_0^{r_c}\frac{Q_{ps}^2}{u_{ps}^2}\,dr=\mathrm{f.p.}\!\int_0^{r_c}\frac{Q_{ae}^2}{u_{ae}^2}\,dr .
\label{enc}
\end{equation}

For $l=0$, $\varepsilon=k^2/2>0$ and large-$r$ forms $A_{ae}\sin(kr+\delta_{ae})$, $A_{ps}\sin(kr+\delta_{ps})$,
\begin{equation}
kA_{ae}A_{ps}\sin(\delta_{ae}-\delta_{ps})=u_{ae}(r_c)\,u_{ps}(r_c)\,\Delta x(r_c,\varepsilon).
\label{phase}
\end{equation}

The tabulated hydrogen checks use $V=-1/r$; for $2s$, $\varepsilon=-1/8$ Ha, $u=r(1-r/2)e^{-r/2}$ and $R=6$ bohr.

\section*{A construction}

\textbf{Q.} Can \eqref{enc} be met by a smooth nodeless function, or is it one condition too many?

\textbf{A.} It takes one free parameter, and the Troullier--Martins (TM) form has one, although a parameter does not guarantee a root, or a usable one, at every $r_c$. For $l=0$ put $u_{ps}=re^{p}$ with $p=\sum_{j=0}^6c_{2j}r^{2j}$. Then $u'=e^p(1+rp')$ and $u''=e^p(2p'+rp''+rp'^2)$, and dividing by $u$ in \eqref{rad} gives
\begin{equation}
V_{ps}=\varepsilon_0+\frac{p'}{r}+\frac{p''+p'^2}{2}.
\label{inv}
\end{equation}
Continuity of $u$, $u'$, $V$, $V'$, $V''$ at $r_c$ fixes $p=\ln(u/r)$, $p'=x-1/r$ and, from \eqref{inv} and its two derivatives,
\begin{align}
p''&=2(V-\varepsilon_0)-2p'/r-p'^2,\nonumber\\
p'''&=2V'-2p''/r+2p'/r^2-2p'p'',\nonumber\\
p''''&=2V''-2p'''/r+4p''/r^2-4p'/r^3-2p''^2-2p'p'''.\nonumber
\end{align}
Let $p_{\rm b}$ be the even polynomial of degree 8 meeting these five values, and $\sigma=r^2/r_c^2$. The difference $p-p_{\rm b}$ has degree 6 in $\sigma$ and a fivefold zero at $\sigma=1$, since $d\sigma/dr\neq0$ there, so
\begin{equation}
p=p_{\rm b}+(a+b\sigma)(1-\sigma)^5 .
\end{equation}
At fixed $b$, $\partial Q(r_c)/\partial a=2\int_0^{r_c}(1-\sigma)^5u^2dr>0$, and $Q$ runs from $0$ to $\infty$ as $a$ runs over the real line, so the norm fixes a unique continuous $a(b)$. Near the origin $p'/r=2c_2+4c_4r^2$, $p''/2=c_2+6c_4r^2$ and $p'^2/2=2c_2^2r^2$, so $V_{ps}=\varepsilon_0+3c_2+2(c_2^2+5c_4)r^2+\dots$. TM spends $b$ on zero curvature, $c_2^2+5c_4=0$; ENC spends it on \eqref{enc}. Raising $b$ at fixed norm should push charge toward $r_c$ and lower $J$. I offer that as a heuristic, not a proof of monotonicity. For the case below the program asserts $J(b{=}{-60})>J_{ae}>J(b{=}80)$, and continuity then guarantees a root.

\section*{Beryllium $2s$}

\textbf{Q.} How large is the effect in a real atom?

\textbf{A.} Take beryllium in the spin-unpolarized local-density approximation (Slater exchange, VWN correlation), in 23 even-tempered $s$ Gaussians with exponents $0.015\times2.2^k$ bohr$^{-2}$. The screened Kohn--Sham potential is held fixed. Its $2s$ level is $\varepsilon_0=-0.2057$ Ha $=-5.60$ eV and the node is at $0.599$ bohr. Pseudize at $r_c=2$ bohr with $u(r_c)=1$. Extra digits below serve to check identities within this potential and do not claim accuracy for the physical atom.

The all-electron values are $Q=0.829660$ bohr and $J=0.227428$ bohr$^3$, which is positive as a nodeless match requires. They give $x_1=-2(0.829660)=-1.6593$ bohr$^{-1}$Ha$^{-1}$ and $x_2=-8(0.227428)=-1.8194$ bohr$^{-1}$Ha$^{-2}$. The program obtains the derivatives independently, by integrating \eqref{rad} at complex energies on a circle about $\varepsilon_0$ and applying Cauchy's formula; that gives $-1.659319$ and $-1.819422$.

The TM curvature condition has more than one root in $b$ here, and the one with the smallest $|c_2|$ is taken. It has $b=-0.72073$ and $J=0.236563$ bohr$^3$, so $\Delta J=9.136\times10^{-3}$ bohr$^3$. Equation \eqref{match} predicts $\Delta x_2=-8(9.136\times10^{-3})=-0.07309$ at $r_c$; the contour values give $-1.892508+1.819422=-0.07309$, which is $4.0\%$ of the all-electron $x_2$. At $R=3$ bohr, where $u^2=0.694398$, the prediction is $-8(9.136\times10^{-3})/0.694398=-0.10525$ and the contour values give $-26.826901+26.721651=-0.10525$, or $0.4\%$ of the all-electron value there. The ENC root has $b=2.18826$, and its contour $x_2$ equals the all-electron one at both radii, tested to $10^{-6}$ relative to that value. The lowest level of each pseudopotential is tested to lie within $10^{-4}$ Ha of $\varepsilon_0$.

\textbf{Q.} Does the error really change from quadratic to cubic?

\textbf{A.} Compare \eqref{taylor} at $r_c$ with direct integration at $\delta=0.02$ Ha. For TM, $\Delta x_3=-4.244759+3.840872=-0.4039$, so
\begin{equation}
\Delta x\simeq\tfrac12(-0.07309)(0.02)^2+\tfrac16(-0.4039)(0.02)^3=-1.462\times10^{-5}-0.054\times10^{-5},\nonumber
\end{equation}
which is $-1.516\times10^{-5}$ bohr$^{-1}$ against $-1.517\times10^{-5}$ computed. For ENC, $\Delta x_3=-3.830745+3.840872=+0.01013$ and $\tfrac16(0.01013)(0.02)^3=1.35\times10^{-8}$ bohr$^{-1}$ against $1.38\times10^{-8}$. Doubling $\delta$ to $0.04$ Ha gives local exponents $2.05$ and $3.04$; the program tests that the first is within $0.25$ of 2 and that the second exceeds $2.7$. The ENC error is also nearly odd in $\delta$, $-1.5\times10^{-6}$ at $-0.1$ Ha and $+1.9\times10^{-6}$ bohr$^{-1}$ at $+0.1$ Ha, whereas the TM error is negative on both sides, $-3.1\times10^{-4}$ and $-4.4\times10^{-4}$ bohr$^{-1}$. The constancy of $u^2\Delta x_3$ under ENC can be read from the printed values: at 3 bohr, $0.694398\times(-250.216408+250.230992)=0.01013$.

\textbf{Q.} You said the cubic coefficient is not controlled, yet it fell from $-0.40$ to $+0.010$. Is the missing core pole the culprit in TM, and why does ENC cure more than it was asked to?

\textbf{A.} The core pole's own term is too small for that. In \eqref{spec} at $r_c$ the all-electron $1s$ term is $+5.95\times10^{-4}$ bohr$^{-1}$Ha$^{-2}$, less than $1\%$ of the TM mismatch of $0.073$. The term of the first pole above $\varepsilon_0$ is $-1.7514$, or $96\%$ of $x_2$, and the next is $-0.0521$. That first pole lies at $1.172$ Ha for the all-electron potential, $1.075$ Ha for TM and $1.174$ Ha for ENC. For TM its strength must differ as well as its place. At the all-electron strength the shifted term would be $-1.7514\,(1.3773/1.2810)^3=-2.18$, beyond the whole TM $x_2=-1.893$, whose terms are all negative. My conjecture is that when one pole dominates $x_2$, and so dominates $x_3$ more strongly through one more power of $1/\Delta_n$, matching $x$, $x_1$ and $x_2$ nearly fixes its position and strength, and the higher derivatives follow. This is not derived here, and it cannot be the whole account. The first pole supplies only $73\%$ of $x_1$, and the reduction of $|\Delta x_3|$ from TM to ENC, a factor of $40$ at $r_c=2$ bohr, is about $6$ at $1.7$ bohr and about $2$ at $1.4$ bohr, where the first pole's term is still $98\%$ of $x_2$. The gain in $x_3$ is an observation for this orbital, radius and family. The second pole stays wrong: $6.59$ Ha all-electron, $4.90$ Ha TM, $6.18$ Ha ENC.

The phase errors $\delta_{ps}-\delta_{ae}$, with phases read off at 20 bohr, are $2.8\times10^{-3}$, $7.1\times10^{-3}$ and $2.2\times10^{-2}$ rad for TM at $0.05$, $0.2$ and $0.5$ Ha, and $-2.9\times10^{-5}$, $-1.0\times10^{-4}$ and $-4.6\times10^{-4}$ rad for ENC. Relation \eqref{phase} is tested at these energies. The signs are opposite to those of $\Delta x$ at the positive offsets, for instance $-6.1\times10^{-3}$ (TM) and $+7.0\times10^{-5}$ bohr$^{-1}$ (ENC) at $\delta=0.3$ Ha. This is consistent with \eqref{phase}, although $\Delta x$ is printed at other energies than the phases. The ratio of the magnitudes, TM to ENC, falls from about 99 through 69 to 49 as the energy moves away from $\varepsilon_0$.

\section*{Price and limits}

\textbf{Q.} What was given up for this, and where does the result stop applying?

\textbf{A.} In this family the price is the TM curvature condition. The ENC orbital is suppressed at the centre, $c_0=-1.509$ against $-0.815$, and $V_{ps}(0)=\varepsilon_0+3c_2$ rises from $-0.2057+3(0.29785)=0.688$ Ha to $-0.2057+3(1.89306)=5.473$ Ha. The curvature combination becomes $c_2^2+5c_4=(1.89306)^2+5(-1.36078)=-3.22$ bohr$^{-4}$. A core potential with this much more structure is expected to need a larger plane-wave basis, which was not computed. A polynomial of higher degree would have a parameter for each condition. The price also depends strongly on $r_c$. For the same orbital the ENC value of $V_{ps}(0)$ is about $1.9$, $3.0$, $17$ and $330$ Ha at $r_c=2.6$, $2.3$, $1.7$ and $1.4$ bohr. The all-electron $J$ changes sign at $1.08$ bohr, and at $r_c=1.1$ bohr, where it is positive, no root lies in $-60\le b\le80$. A positive $J$ is necessary for a nodeless match but does not ensure a usable one in this family.

The form with $J$ needs a potential that is local within the channel, because \eqref{Fp} uses \eqref{x1} at every interior radius; semilocal potentials qualify. For a Hermitian, energy-independent nonlocal term confined inside $R$, its contributions to $\int_0^R(uw''-u''w)\,dr$ cancel by hermiticity only when the integral covers the whole kernel. Then \eqref{x1} and its derivative \eqref{safe} survive at $R$, but \eqref{x2} does not. A Kleinman--Bylander separable form built from an ENC potential reproduces $u$ at $\varepsilon_0$, hence $x$ and $x_1$, but its $w$ obeys a different equation, and $x_2$ must be recomputed from \eqref{safe}. If the radial equation has an energy-dependent potential, $\partial g/\partial\varepsilon$ is no longer $-2$ and $\partial^2g/\partial\varepsilon^2$ need not vanish, so the sources in \eqref{weq} and \eqref{r2} change and the condition changes with them. All statements concern one angular momentum, one reference energy and a fixed screened potential. They say nothing about unscreening or about the change of the self-consistent potential when the atom's environment changes.

\section*{Computed results}
\begin{verbatim}
H: l, E (Ha), R (bohr), nodes, x2 finite part, x2 exact (1/(bohr Ha^2))
  0 -0.125 6.0 1 -69.203347 -69.203347
  0 -0.050 12.0 2 -140.524101 -140.524102
  1 0.300 10.0 2 -44359.091574 -44359.091574
H 2s, u ~ r at 0, R = 6 bohr: c = 0.081940, u^2 = 0.356940, Q = 1.072947 (a.u.)
H 2s: J = 3.087683 (a.u.), x1 = -6.011911 1/(bohr Ha)
H 2s: ring eta<|s|<2eta, eta = 0.01 bohr: 8.1944, c/eta = 8.1940 (a.u.)
H box levels -0.49928 0.01273 Ha; terms 0.0450 -67.3791; sum -69.20334 1/(bohr Ha^2)
Be basis: 23 s, exponents 0.015*2.2^k bohr^-2; E_tot = -14.44721 Ha
Be radial levels: 1s -3.85641 Ha, 2s -0.205745 Ha = -5.5986 eV (basis -0.205744 Ha)
rc = 2.0 bohr, R2 = 3.0 bohr, node = 0.59890 bohr, c = 1.160e-03 bohr^4
AE: Q = 0.829660 bohr, J = 0.227428 bohr^3, u^2(R2) = 0.694398
AE x2 spectral terms at rc: 1s 5.950e-04, 2s -1.75142, 3s -0.05210 1/(bohr Ha^2)
x (1/bohr), x1 (1/(bohr Ha)), x2 (1/(bohr Ha^2)), x3 (1/(bohr Ha^3)):
  AE  R = 2.0: 0.024345 -1.659319 -1.819422 -3.840872
  AE  R = 3.0: -0.324502 -4.944559 -26.721651 -250.230992
  TM  R = 2.0: 0.024345 -1.659319 -1.892508 -4.244759
  TM  R = 3.0: -0.324502 -4.944559 -26.826901 -252.728186
  ENC R = 2.0: 0.024345 -1.659319 -1.819422 -3.830745
  ENC R = 3.0: -0.324502 -4.944559 -26.721651 -250.216408
AE  poles of x at rc above reference: 1.17159 6.58567 Ha
offsets E - E_2s (Ha): 0.02 0.04 -0.10 0.10 0.30
scattering energies (Ha): 0.05 0.20 0.50
TM: a = -0.24981, b = -0.72073, c0 = -0.81499, c2 = 0.29785 bohr^-2, c4 = -0.01774 bohr^-4
TM: J = 0.236563 bohr^3, J - J_ae = 9.136e-03 bohr^3, V(0) = 0.6878 Ha
TM: lowest level -0.205744 Ha; poles of x at rc 1.07521 4.89963 Ha
TM: x_ps - x_ae at rc (1/bohr): -1.517e-05 -6.300e-05 -3.058e-04 -4.423e-04 -6.107e-03
TM: error exponent from offsets 0.02, 0.04 Ha: 2.054
TM: delta_ps - delta_ae mod pi (rad): 2.822e-03 7.074e-03 2.217e-02
ENC: a = -0.94418, b = 2.18826, c0 = -1.50936, c2 = 1.89306 bohr^-2, c4 = -1.36078 bohr^-4
ENC: J = 0.227428 bohr^3, J - J_ae = -8.327e-17 bohr^3, V(0) = 5.4734 Ha
ENC: lowest level -0.205745 Ha; poles of x at rc 1.17422 6.17514 Ha
ENC: x_ps - x_ae at rc (1/bohr): 1.384e-08 1.137e-07 -1.496e-06 1.924e-06 7.020e-05
ENC: error exponent from offsets 0.02, 0.04 Ha: 3.038
ENC: delta_ps - delta_ae mod pi (rad): -2.852e-05 -1.029e-04 -4.558e-04
\end{verbatim}
